# Hydrogen Pressure in a Nanometre Gap: Ideal Limit and First Correction

## The decision: which gas law loads the crack?

A calculation of blistering or layer splitting after hydrogen implantation needs a pressure on the faces of a buried crack. Before the elastic problem is solved, one must decide whether the ideal-gas law is good enough for that load or whether an equation of state with molecular interactions is needed. The decision depends on the amount of hydrogen per area, the temperature and the crack opening.

Take \(\Phi=10^{16}\) hydrogen atoms/cm², all collected as H\(_2\) in a gap of width \(w=10\) nm at \(T=800\) K. The ideal-gas pressure is about 55 MPa. We shall derive this value as the leading term for a wide gap, find the first correction, and then see what changes when the crack opening responds to the pressure.

Here \(\Phi\) means hydrogen that has reached the gap. If a fraction \(\eta\) of the implanted fluence \(\Phi_{\rm imp}\) arrives, then \(\Phi=\eta\Phi_{\rm imp}\). Adsorbed hydrogen, hydrogen bound to defects and hydrogen that has escaped do not count. The gap is flat, much wider laterally than \(w\), and in thermal equilibrium with its walls. Its width is the distance accessible to molecular centres.

## Counting molecules

Each molecule contains two atoms, so the number of molecules per wall area is

\[
\nu=\frac{\Phi}{2}.
\]

Since \(1\ \text{cm}^{-2}=10^4\ \text{m}^{-2}\), the given \(\Phi\) is \(10^{20}\) atoms/m², and \(\nu=5\times10^{19}\) molecules/m². Dividing by the width gives the number density

\[
n=\frac{\nu}{w}=\frac{5\times10^{19}\ \text{m}^{-2}}{10^{-8}\ \text{m}}
=5\times10^{27}\ \text{m}^{-3}=5\ \text{nm}^{-3}.
\]

The molecular form matters. If a fraction \(\alpha\) of the molecules dissociated, the number of free particles per area would become \(\nu(1-\alpha)+2\nu\alpha=\nu(1+\alpha)\), and the ideal pressure would rise by the factor \(1+\alpha\). Treating all the atoms as separate particles would give 110.5 MPa, twice the molecular result. We take \(\alpha=0\) as a premise.

## The leading term

Let \(z\) be the direction normal to the walls. Consider first a molecule of mass \(m\) that crosses the gap without collisions and is reflected specularly. It returns to the same wall after travelling \(2w\), hence after a time \(2w/|v_z|\). At each impact its normal momentum is reversed, so it transfers \(2m|v_z|\) to the wall. The mean force is

\[
\frac{2m|v_z|}{2w/|v_z|}=\frac{mv_z^2}{w}.
\]

In equilibrium \(v_z\) has a probability density proportional to \(e^{-mv_z^2/2kT}\). Because

\[
\frac{d}{dv_z}e^{-mv_z^2/2kT}=-\frac{mv_z}{kT}\,e^{-mv_z^2/2kT},
\]

integration by parts gives

\[
\int v_z^2e^{-mv_z^2/2kT}dv_z
=\frac{kT}{m}\int e^{-mv_z^2/2kT}dv_z ,
\]

the boundary term being zero. Therefore \(m\langle v_z^2\rangle=kT\). With \(\nu\) molecules per area,

\[
P_0=\frac{\nu kT}{w}=\frac{\Phi kT}{2w}.
\]

The mass has cancelled: heavier molecules strike less often but transfer more momentum.

Specular reflection is not essential. The classical configuration integral of \(N\) non-interacting molecules is \(V^N\), whatever the details of reflection, and \(P=kT\,\partial\ln V^N/\partial V=NkT/V\). With \(N/V=\nu/w\) this is the same result. It also shows that for a crack of varying opening, \(w\) is to be read as volume divided by area.

For the numbers,

\[
kT=(1.380649\times10^{-23}\ \text{J/K})(800\ \text{K})
=1.1045\times10^{-20}\ \text{J},
\]

\[
P_0=(5\times10^{27}\ \text{m}^{-3})(1.1045\times10^{-20}\ \text{J})
=5.52\times10^7\ \text{Pa}=55.2\ \text{MPa},
\]

or about 545 atm. As a test, the wall impacts of 400000 molecules with randomly drawn thermal velocities were counted one by one. The transferred momentum gave 55.15 MPa, in agreement within the sampling error.

The scaling is as useful as the value. Halving the gap to 5 nm gives 110.5 MPa, and doubling it to 20 nm gives 27.6 MPa. Cooling to 300 K at fixed gap and fixed gas content gives 20.7 MPa. If 10 nm were the distance between the wall surfaces, and molecular centres were excluded from 0.3 nm of it in total, the accessible width would be 9.7 nm and the pressure 56.9 MPa.

## What is being expanded

Keep \(\nu\) and \(T\) fixed and let \(w\) grow. The gas becomes dilute, and \(P_0\) is the leading term. We seek a length \(\ell\) such that

\[
P=\frac{\nu kT}{w}\left[1+\frac{\ell}{w}+O(w^{-2})\right].
\]

A wall potential \(U(z)\) replaces \(w\) by \(\int e^{-U/kT}dz=w+\Gamma\) and so adds \(-\Gamma\) to \(\ell\). Two wells 30 meV deep and 0.2 nm wide would give \(\Gamma\simeq2\times0.2\,(e^{30/69}-1)\simeq0.2\) nm at 800 K. We take hard, structureless walls, for which \(\Gamma=0\). Two effects then contribute to \(\ell\): quantum motion across the gap, and forces between molecules. They must be compared at the same order in \(1/w\).

## Quantum motion across the gap

For hard walls the levels of the normal motion are \(E_j=h^2j^2/(8mw^2)\), with \(j=1,2,\ldots\). Define the thermal wavelength

\[
\lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Then \(h^2/(8mkT)=\pi\lambda^2/4\), and the sum over levels is

\[
S=\sum_{j=1}^{\infty}e^{-\pi\lambda^2j^2/(4w^2)} .
\]

The same sum over all integers equals \(2S+1\), because positive and negative \(j\) contribute equally and \(j=0\) contributes one. Poisson summation replaces that full sum by the Gaussian integral

\[
\int_{-\infty}^{\infty}e^{-\pi\lambda^2x^2/(4w^2)}dx=\frac{2w}{\lambda},
\]

with corrections of relative order \(e^{-4\pi w^2/\lambda^2}\), which are negligible for \(w\gg\lambda\). Hence \(2S+1\simeq2w/\lambda\), or

\[
S\simeq\frac{w}{\lambda}-\frac12 .
\]

The free energy per molecule contains \(-kT\ln S\), and its negative derivative with respect to \(w\) is the force on the wall. Thus

\[
P=\nu kT\frac{d\ln S}{dw}
=\nu kT\,\frac{1/\lambda}{w/\lambda-1/2}
=\frac{\nu kT}{w-\lambda/2}
=\frac{\nu kT}{w}\left[1+\frac{\lambda}{2w}+O(w^{-2})\right].
\]

Between hard walls, quantum motion across the gap contributes \(\lambda/2\) to \(\ell\); for a wall potential that varies smoothly on the scale of \(\lambda\) the shift is much smaller. The sign is positive because the wave function vanishes at the walls, which makes the gap effectively narrower.

For H\(_2\), \(m=3.347\times10^{-27}\) kg and \(\lambda=0.0435\) nm at 800 K. The relative correction is \(0.0435/(2\times10)=0.0022\), or 0.22 percent of \(P_0\). Differentiating the explicit level sum numerically confirmed the formula. The parameter that controls exchange effects in the gas is also small: \(n\lambda^3=4.1\times10^{-4}\).

## Molecular forces

Let two molecules interact through a spherically symmetric potential \(u(r)\), and assume that the energy of the gas is a sum over pairs. Define

\[
f(r)=e^{-u(r)/kT}-1,\qquad I=\int f(r)\,d^3r .
\]

The function \(f\) vanishes where there is no interaction and equals \(-1\) where overlap is forbidden. We first treat a volume \(V\) much larger than the range of \(f\).

In the grand canonical ensemble, with activity \(\zeta\),

\[
\Xi=1+\zeta Q_1+\frac{\zeta^2}{2}Q_2+\frac{\zeta^3}{6}Q_3+\cdots .
\]

Here \(\zeta\) absorbs the momentum and internal factors of one molecule. The first two configuration integrals are

\[
Q_1=V,\qquad Q_2=\int\!\!\int(1+f_{12})\,d^3r_1d^3r_2=V^2+VI .
\]

Using \(\ln(1+x)=x-x^2/2+\cdots\), we obtain

\[
\ln\Xi=\zeta V+\frac{\zeta^2}{2}(V^2+VI)-\frac{\zeta^2V^2}{2}+O(\zeta^3)
=V\left[\zeta+\frac I2\zeta^2+O(\zeta^3)\right].
\]

The terms in \(V^2\) cancel, as they must for an extensive quantity. The pressure and density follow from \(P/kT=\ln\Xi/V\) and \(n=\zeta\,\partial(\ln\Xi/V)/\partial\zeta\):

\[
\frac{P}{kT}=\zeta+\frac I2\zeta^2+\cdots,\qquad
n=\zeta+I\zeta^2+\cdots .
\]

Inverting the second relation gives \(\zeta=n-In^2+\cdots\). Substitution in the first gives

\[
\frac{P}{kT}=n-In^2+\frac I2n^2+\cdots=n+Bn^2+\cdots,
\qquad B=-\frac I2 .
\]

Repulsion makes \(f\) negative and \(B\) positive. Since \(n=\nu/w\), the relative correction is \(nB=\nu B/w\). Forces therefore contribute \(\nu B\) to \(\ell\), and in total, for hard walls,

\[
\boxed{\;P=\frac{\nu kT}{w}\left[1+\frac{\nu B+\lambda/2}{w}+O(w^{-2})\right],\qquad \nu=\frac{\Phi}{2}\;}
\]

## The size of the first correction

To evaluate \(B\) we use the Lennard-Jones potential

\[
u(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^6\right],
\]

with round parameters of the size of a hydrogen molecule: \(\sigma=0.30\) nm and \(\varepsilon/k=35\) K. They are model values, not a fit to hydrogen. The model treats the molecule as a sphere and its pair interaction classically. At 800 K the leading quantum correction to the pair interaction would raise \(B\) by about 2 percent and add about 0.03 nm to \(\nu B\). This is comparable to \(\lambda/2\), but small beside \(\nu B\) itself, and is neglected here.

Quadrature gives \(B=0.02986\) nm³, and a test against the gamma-function series for this potential agrees. With \(\nu=50\) nm\(^{-2}\),

\[
\nu B=50\times0.02986=1.49\ \text{nm},\qquad \frac{\lambda}{2}=0.02\ \text{nm}.
\]

At \(w=10\) nm, molecular forces thus raise the pressure by 14.9 percent of \(P_0\), far more than quantum motion does.

Why does repulsion win? At the bottom of the well \(f=e^{35/800}-1\simeq0.045\), whereas in the core \(f\) approaches \(-1\). The contribution of the attractive region can be estimated by setting \(f\simeq-u/kT\) for \(r>\sigma\). With \(x=r/\sigma\),

\[
B_{\rm att}\simeq\frac{8\pi\varepsilon\sigma^3}{kT}
\int_1^\infty\left(x^{-10}-x^{-4}\right)dx
=\frac{8\pi\varepsilon\sigma^3}{kT}\left(\frac19-\frac13\right)
=-\frac{16\pi\varepsilon}{9kT}\sigma^3\simeq-0.24\,\sigma^3 .
\]

The full coefficient is \(0.02986/0.30^3=1.11\) in units of \(\sigma^3\), so the core contributes about \(1.35\,\sigma^3\). Attraction cancels less than a fifth of it. At lower temperature attraction counts for more, so \(B\) should be recomputed for the gap cooled to 300 K; in the model \(nB\) falls from 0.149 to about 0.12.

## Checking the neglected order

A first correction is more credible if the next one is clearly smaller, although this alone does not bound the remainder. The third configuration integral is

\[
Q_3=V^3+3V^2I+3VI^2+VJ,\qquad
J=\int\!\!\int f_{12}f_{13}f_{23}\,d^3r_{12}d^3r_{13},
\]

obtained by multiplying out the three factors \(1+f_{ij}\). The coefficient of \(\zeta^3\) in \(\ln\Xi\) is \(Q_3/6-Q_1Q_2/2+Q_1^3/3\). Its \(V^3\) and \(V^2\) terms cancel, leaving \(Vb_3\) with

\[
b_3=\frac{I^2}{2}+\frac J6 .
\]

The density is now \(n=\zeta+I\zeta^2+3b_3\zeta^3+\cdots\). Its inverse is \(\zeta=n-In^2+(2I^2-3b_3)n^3+\cdots\). Collecting the \(n^3\) terms of \(P/kT\) gives

\[
C=(2I^2-3b_3)-I^2+b_3=I^2-2b_3=-\frac J3 .
\]

For the model \(C=7.60\times10^{-4}\) nm⁶. The integration routine was tested on hard spheres, for which the result is known. At \(n=5\) nm\(^{-3}\),

\[
\frac{P}{nkT}\simeq1+nB+n^2C=1+0.149+0.019=1.168 .
\]

The second correction, 0.019, is about one eighth of the first, 0.149. The resulting model pressure is \(1.168\times55.2=64.5\) MPa.

A Monte Carlo simulation of the same model fluid in a periodic cell gave a factor of \(1.177\pm0.004\), where the uncertainty is one standard error. This lies 0.009 above the truncated series, about two standard errors. The difference may come from sampling, from the finite cell or from omitted terms; these data do not separate them. Stopping at 1.149 would leave a larger difference of 0.028. The simulation therefore supports the size of the correction, but not a third decimal place.

The walls also enter at order \(w^{-2}\). A molecule near a wall has fewer possible partners. For a pair with normal separation \(z\), the available length is \(w-|z|\), so in a gap of area \(A\) the pair integral changes from \(AwI\) to \(A(wI-M)\), where \(M=\int|z|f\,d^3r\). To second order in density, the interaction part of the logarithm of the configuration integral, per area, is

\[
\frac{\nu^2}{2}\left(\frac Iw-\frac{M}{w^2}\right).
\]

Its derivative with respect to \(w\) is \(\nu^2B/w^2+\nu^2M/w^3\). Relative to the leading term \(\nu/w\), the wall term is \(\nu M/w^2\). For hard spheres of diameter \(\sigma\), the angular average of \(|\cos\theta|\) is \(1/2\), and

\[
M=-\frac12\int_0^\sigma4\pi r^3dr=-\frac{\pi\sigma^4}{2}.
\]

With \(\sigma=0.30\) nm this gives \(\nu M/w^2\simeq-0.006\). This is a hard-sphere estimate. For the Lennard-Jones model the attractive tail, weighted by \(|z|\), reduces the term to about \(-0.002\). Either value is small beside the first correction. The 64.5 MPa quoted above is a bulk-fluid value and omits both this term and the quantum corrections.

The uncertainty in molecular size is more important. Diameters of 0.28 and 0.32 nm, with the well depth unchanged, give 62.6 and 66.8 MPa. For this range of diameters the model puts the pressure at about 63 to 67 MPa for the stated gap and gas content.

## Wider and narrower gaps

In this model, the length \(\nu B\simeq1.5\) nm turns the choice of gas law into a simple comparison. A core softer than the \(r^{-12}\) repulsion, with the same \(\sigma\) and the same attraction, would make this length shorter, so the widths below are estimates rather than sharp limits for hydrogen. To leading order, the ideal law is low by a fraction \(\epsilon\) of \(P_0\) when \(w\simeq\nu B/\epsilon\). For \(\epsilon=0.05\) this is about 30 nm at the present \(\nu\) and \(T\). Since \(\nu B\) is proportional to \(\Phi\), doubling the collected hydrogen doubles the required width.

At \(w=20\) nm the two virial terms are \(0.075\) and \(0.005\), and the ideal law is a fair first load. At \(w=5\) nm they are \(0.30\) and \(0.08\). The terms still decrease, but the correction is no longer small and the remainder has not been tested at that density. An equation of state suited to dense hydrogen is then the safer choice.

## When the pressure opens the gap

So far \(w\) has been prescribed. Now consider a crack of fixed lateral size in a linear elastic solid, closed at zero pressure. Its mean opening is proportional to the pressure, \(w=sP\), with a compliance \(s\) set by the crack and the solid. Here we neglect the difference between the opening and the width accessible to molecular centres; an excluded width of 0.3 nm would add 0.3 nm to \(\ell\) in the result below. In the ideal limit,

\[
P=\frac{\nu kT}{sP}\quad\Longrightarrow\quad
P_{\rm e}=\sqrt{\frac{\nu kT}{s}},\qquad w_{\rm e}=sP_{\rm e}=\sqrt{s\nu kT}.
\]

The pressure now grows as \(\sqrt{\Phi}\), not as \(\Phi\), because additional gas also widens the crack.

With the first correction, substituting \(P=w/s\) and multiplying by \(sw\) gives

\[
w^2=s\nu kT\left(1+\frac{\ell}{w}\right)=w_{\rm e}^2\left(1+\frac{\ell}{w}\right).
\]

To first order we may replace \(w\) by \(w_{\rm e}\) inside the bracket. Taking the square root,

\[
w\simeq w_{\rm e}\left(1+\frac{\ell}{2w_{\rm e}}\right),\qquad
P=\frac ws\simeq P_{\rm e}\left(1+\frac{\ell}{2w_{\rm e}}\right).
\]

The relative pressure correction is half that at fixed width. If the ideal solution has \(w_{\rm e}=10\) nm, then \(\ell\simeq1.5\) nm raises both pressure and opening by about 7.5 percent, instead of raising the pressure alone by 15 percent.

This result fails once the crack grows, neighbouring cracks join, or the layer above bends so far that opening is no longer proportional to pressure. Gas loss changes \(\nu\) and must be treated separately. For a crack that stays within the linear regime, the ideal law may suffice for a first estimate at 10 nm. A comparison with a fracture threshold that is sensitive to ten percent in pressure should include the interaction term.

The numerical check computes the main pressures and virial coefficients used here; the remaining estimates follow from the formulas in the text.

## Computed results

```
Hydrogen areal density: 1.0e+16 atoms/cm^2
Gap width: 10.0 nm
Temperature: 800 K
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 1.1045e-20 J
Molecular areal density: 5.00e+19 molecules/m^2
Molecular density: 5.00e+27 molecules/m^3
Molecular density: 5.00 molecules/nm^3
Ideal-gas pressure: 55.23 MPa
Ideal-gas pressure: 545 atm
Pressure from counted impacts: 55.15 MPa
Molecules in impact count: 400000
Wrong value if atoms are counted: 110.5 MPa
Ideal pressure, gap 5.0 nm, 800 K: 110.5 MPa
Ideal pressure, gap 20.0 nm, 800 K: 27.6 MPa
Ideal pressure, gap 9.7 nm, 800 K: 56.9 MPa
Ideal pressure, gap 10 nm, 300 K: 20.7 MPa
Mass of H2: 3.3471e-27 kg
Thermal wavelength: 0.0435 nm
Quantum pressure correction: 0.22 percent
Degeneracy n*lam^3: 4.1e-04 (no unit)
Model diameter sigma: 0.30 nm
Model well depth eps/k: 35 K
Second virial coefficient B: 0.02986 nm^3
Third virial coefficient C: 7.601e-04 nm^6
Term n*B: 0.1493 (no unit)
Term n^2*C: 0.0190 (no unit)
Real-gas factor, virial: 1.168 (no unit)
Real-gas factor, Monte Carlo: 1.177 (no unit)
Monte Carlo standard error: 0.004 (no unit)
Model real-gas pressure: 64.5 MPa
Model pressure, sigma 0.28 nm: 62.6 MPa
Model pressure, sigma 0.32 nm: 66.8 MPa
```
